# How much does tenfold faster cooling raise the glass temperature?: a numerical check

```python
"""
Result under test: cooling a glass former ten times faster raises its glass
temperature by about T_g/m (4 K for T_g = 320 K, m = 80).

T_g   reference temperature where the equilibrium relaxation time is 100 s
m     fragility, d log10(tau) / d(T_g/T) at T_g
q     cooling rate (positive), T_f fictive (structural) temperature
beta  stretching exponent of the relaxation function exp(-(reduced time)^beta)
x     share of the temperature dependence of ln(tau) carried by T, not by T_f
A, B, T0   Vogel-Fulcher-Tammann law log10(tau/s) = A + B/(T - T0)
N     decades between 10^A s and tau(T_g)
The glass temperature of a cooled sample is the value at which T_f freezes.
The formulas are compared with time-stepped cooling histories, root finding
and finite differences.
"""
import numpy as np
from scipy import constants
from scipy.optimize import brentq

T_G = 320.0
FRAGILITY = 80.0
TAU_G = 100.0
A_LOG = -14.0
BETA = 0.55
N_DEC = np.log10(TAU_G) - A_LOG
K_PER_MIN = 1.0 / 60.0
LN10 = np.log(10.0)


def vft_parameters(m):
    """B and T0 that give tau(T_G) = TAU_G and fragility m."""
    gap = N_DEC * T_G / m
    return N_DEC * gap, T_G - gap


def log_tau_equilibrium(T, m=FRAGILITY):
    B, T0 = vft_parameters(m)
    return A_LOG + B / (T - T0)


def entropy_law(m):
    """Nonequilibrium log10(tau); equals the equilibrium law at T_f = T."""
    B, T0 = vft_parameters(m)
    return lambda T, Tf: A_LOG + B / (T * (1.0 - T0 / Tf))


def linear_law(m, x):
    """log10(tau) linear in T and T_f."""
    return lambda T, Tf: (np.log10(TAU_G)
                          - m / T_G * (x * (T - T_G) + (1 - x) * (Tf - T_G)))


def fictive_path(temps, holds, log_tau, beta):
    """T_f at the end of each hold, by superposing all past temperature steps."""
    jumps = np.diff(temps, prepend=temps[0])
    reduced = np.zeros(len(temps))
    path = np.empty(len(temps))
    path[0] = temps[0]
    for i in range(1, len(temps)):
        new = path[i - 1]
        for _ in range(2):
            tau = 10.0 ** log_tau(temps[i], 0.5 * (path[i - 1] + new))
            trial = reduced[1:i + 1] + holds[i] / tau
            new = temps[i] - np.dot(jumps[1:i + 1], np.exp(-trial ** beta))
        reduced[1:i + 1] = trial
        path[i] = new
    return path


def frozen_temperature(rate, log_tau, beta=BETA, step=0.13):
    """Limiting T_f after cooling from 400 K to 200 K at rate (K/s)."""
    temps = np.arange(400.0, 200.0, -step)
    holds = np.full(len(temps), step / rate)
    return fictive_path(temps, holds, log_tau, beta)[-1]


# Simple estimate, with fragility and activation energy checked by differences
simple_shift = T_G / FRAGILITY
k_ev = constants.k / constants.e
h = 1e-3
slope = (log_tau_equilibrium(T_G + h) - log_tau_equilibrium(T_G - h)) / (2 * h)
m_numeric = -T_G * slope
assert abs(m_numeric - FRAGILITY) < 1e-4
energy = FRAGILITY * LN10 * k_ev * T_G
inverse_kt = [1 / (k_ev * (T_G + s * h)) for s in (1, -1)]
energy_numeric = (LN10 * (log_tau_equilibrium(T_G + h)
                          - log_tau_equilibrium(T_G - h))
                  / (inverse_kt[0] - inverse_kt[1]))
assert abs(energy_numeric / energy - 1) < 1e-5
B_VFT, T0_VFT = vft_parameters(FRAGILITY)
rate_ref = T_G / (FRAGILITY * LN10 * TAU_G)

print(f"T_g = {T_G:.0f} K, m = {FRAGILITY:.0f}, tau(T_g) = {TAU_G:.0f} s")
print(f"simple shift per decade T_g/m = {simple_shift:.3f} K")
print(f"shift for m = 70: {T_G/70:.2f} K; for m = 90: {T_G/90:.2f} K")
print(f"a = m ln10/T_g = {LN10/simple_shift:.4f} 1/K, 1/a = {simple_shift/LN10:.3f} K")
print(f"apparent activation energy at T_g = {energy:.3f} eV")
print(f"rate with q a tau(T_g) = 1: {rate_ref/K_PER_MIN:.3f} K/min")
print(f"VFT: A = {A_LOG:.0f}, N = {N_DEC:.0f}, B = {B_VFT:.0f} K, T0 = {T0_VFT:.0f} K")
print(f"fragility from finite differences = {m_numeric:.4f}")

# Log-linear tau: shift independent of stretching and nonlinearity
print("log-linear tau, simulated shift from 1 to 10 K/min:")
for m, x, beta in ((80.0, 1.0, 1.0), (80.0, 0.5, 0.55), (40.0, 0.5, 0.7)):
    law = linear_law(m, x)
    low = frozen_temperature(K_PER_MIN, law, beta)
    high = frozen_temperature(10 * K_PER_MIN, law, beta)
    assert abs(high - low - T_G / m) < 0.02
    print(f"  m={m:.0f} x={x:.1f} beta={beta:.2f}: T_f {low:.2f} -> {high:.2f} K,"
          f" shift {high-low:.3f} K")

# Curved law with equal q*tau
for n in (1, 3):
    root = brentq(lambda T: log_tau_equilibrium(T) - np.log10(TAU_G) + n,
                  T_G, T_G + 60)
    formula = n * simple_shift * N_DEC / (N_DEC - n)
    assert abs(root - T_G - formula) < 1e-7
    print(f"VFT, equal q*tau, {n} decade(s): shift {root-T_G:.3f} K"
          f" (linear rule {n*simple_shift:.1f} K)")


# Curved law with equal q*|d tau/dT|
def log_tau_slope(T):
    d = 1e-3
    return np.log10((10 ** log_tau_equilibrium(T - d)
                     - 10 ** log_tau_equilibrium(T + d)) / (2 * d))


def slope_shift(decades):
    target = log_tau_slope(T_G) - decades
    return brentq(lambda T: log_tau_slope(T) - target, T_G - 5, T_G + 60)- T_G


local_formula = simple_shift / (1 + 2 / (N_DEC * LN10))
local_numeric = (slope_shift(0.01) - slope_shift(-0.01)) / 0.02
assert abs(local_numeric / local_formula - 1) < 1e-3
print(f"VFT, equal q*|dtau/dT|: local slope {local_numeric:.3f} K/decade,"
      f" formula {local_formula:.3f}")
print(f"VFT, equal q*|dtau/dT|, 1 decade: shift {slope_shift(1):.3f} K")

# Full nonlinear cooling with the curved law
law80 = entropy_law(FRAGILITY)
assert abs(law80(330.0, 330.0) - log_tau_equilibrium(330.0)) < 1e-10
rates = (0.1, 1.0, 10.0, 100.0)
frozen = [frozen_temperature(r * K_PER_MIN, law80) for r in rates]
print(f"full nonlinear cooling, beta = {BETA}:")
for r, tf in zip(rates, frozen):
    print(f"  q = {r:5.1f} K/min: frozen T_f = {tf:.2f} K")
shifts = np.diff(frozen)
print("  successive shifts per decade = "
      + ", ".join(f"{s:.2f}" for s in shifts) + " K")
main_shift = shifts[1]
assert abs(main_shift / simple_shift - 1) < 0.20
coarse = [frozen_temperature(r * K_PER_MIN, law80, step=0.26) for r in (1, 10)]
assert abs(coarse[0] - frozen[1]) < 0.05
assert abs(coarse[1] - coarse[0] - main_shift) < 0.02
print(f"  1 to 10 K/min: {main_shift:.3f} K,"
      f" {100*(main_shift/simple_shift-1):+.1f} % from T_g/m")
for m in (40.0, 120.0):
    law = entropy_law(m)
    shift = (frozen_temperature(10 * K_PER_MIN, law)
             - frozen_temperature(K_PER_MIN, law))
    assert abs(shift * m / T_G - 1) < 0.20
    print(f"  m = {m:.0f}: simulated {shift:.2f} K, T_g/m = {T_G/m:.2f} K")

# Thermal lag in a slab cooled on one face and insulated on the other
thickness, diffusivity = 0.5e-3, 1.0e-7
rate = 10 * K_PER_MIN
nodes, time_steps = 50, 400
dx = thickness / nodes
dt = 5 * thickness ** 2 / diffusivity / time_steps
c = diffusivity * dt / dx ** 2
matrix = (np.diag(np.full(nodes, 1 + 2 * c)) - np.diag(np.full(nodes - 1, c), 1)
          - np.diag(np.full(nodes - 1, c), -1))
matrix[-1, -2] = -2 * c
inverse = np.linalg.inv(matrix)
profile = np.zeros(nodes)
for step_number in range(1, time_steps + 1):
    surface = -rate * step_number * dt
    source = profile.copy()
    source[0] += c * surface
    profile = inverse @ source
lag_numeric = profile[-1] - surface
lag_formula = rate * thickness ** 2 / (2 * diffusivity)
assert abs(lag_numeric / lag_formula - 1) < 1e-3
print(f"slab: thickness {thickness*1e3:.1f} mm, diffusivity {diffusivity*1e6:.2f} mm2/s")
print(f"thermal lag at 10 K/min = {lag_numeric:.3f} K (formula {lag_formula:.3f} K)")

# Storage at the temperature of use
T_USE = 300.0
day, year = constants.day, constants.year
ramp = np.linspace(400.0, T_USE, 801)
times = np.geomspace(1.0, year, 400)
temps = np.concatenate([ramp, np.full(len(times), T_USE)])
aged = []
print(f"storage at {T_USE:.0f} K, T_f on arrival / after a day / after a year:")
for r in (1.0, 10.0):
    holds = np.concatenate([np.full(len(ramp), (ramp[0] - ramp[1])
                                    / (r * K_PER_MIN)),
                            np.diff(times, prepend=0.0)])
    path = fictive_path(temps, holds, law80, BETA)
    after = path[len(ramp):]
    values = (path[len(ramp) - 1],
              np.interp(np.log(day), np.log(times), after), after[-1])
    aged.append(values)
    print(f"  cooled at {r:4.1f} K/min: "
          + " / ".join(f"{v:.2f}" for v in values) + " K")
difference = np.array(aged[1]) - np.array(aged[0])
print("  difference between the two glasses: "
      + " / ".join(f"{d:.3f}" for d in difference) + " K")
assert aged[0][0] - aged[0][2] > simple_shift
assert abs(difference[2]) < 0.5 * difference[0]
print(f"equilibrium tau at {T_USE:.0f} K = "
      f"{10**log_tau_equilibrium(T_USE)/year:.1f} years")

print("all assertions hold")
```

Output:

```
T_g = 320 K, m = 80, tau(T_g) = 100 s
simple shift per decade T_g/m = 4.000 K
shift for m = 70: 4.57 K; for m = 90: 3.56 K
a = m ln10/T_g = 0.5756 1/K, 1/a = 1.737 K
apparent activation energy at T_g = 5.080 eV
rate with q a tau(T_g) = 1: 1.042 K/min
VFT: A = -14, N = 16, B = 1024 K, T0 = 256 K
fragility from finite differences = 80.0000
log-linear tau, simulated shift from 1 to 10 K/min:
  m=80 x=1.0 beta=1.00: T_f 318.93 -> 322.93 K, shift 4.000 K
  m=80 x=0.5 beta=0.55: T_f 315.50 -> 319.50 K, shift 4.000 K
  m=40 x=0.5 beta=0.70: T_f 309.94 -> 317.94 K, shift 8.000 K
VFT, equal q*tau, 1 decade(s): shift 4.267 K (linear rule 4.0 K)
VFT, equal q*tau, 3 decade(s): shift 14.769 K (linear rule 12.0 K)
VFT, equal q*|dtau/dT|: local slope 3.794 K/decade, formula 3.794
VFT, equal q*|dtau/dT|, 1 decade: shift 4.026 K
full nonlinear cooling, beta = 0.55:
  q =   0.1 K/min: frozen T_f = 310.05 K
  q =   1.0 K/min: frozen T_f = 313.08 K
  q =  10.0 K/min: frozen T_f = 316.47 K
  q = 100.0 K/min: frozen T_f = 320.29 K
  successive shifts per decade = 3.03, 3.39, 3.82 K
  1 to 10 K/min: 3.390 K, -15.2 % from T_g/m
  m = 40: simulated 7.00 K, T_g/m = 8.00 K
  m = 120: simulated 2.21 K, T_g/m = 2.67 K
slab: thickness 0.5 mm, diffusivity 0.10 mm2/s
thermal lag at 10 K/min = 0.208 K (formula 0.208 K)
storage at 300 K, T_f on arrival / after a day / after a year:
  cooled at  1.0 K/min: 314.35 / 309.52 / 303.79 K
  cooled at 10.0 K/min: 317.61 / 309.83 / 303.87 K
  difference between the two glasses: 3.255 / 0.316 / 0.084 K
equilibrium tau at 300 K = 59.4 years
all assertions hold
```
